\section*{Least-Squares Adjustment of a Redundant Network of Valence-Band Offsets}

\section{The measurement and its redundancy}

A thin insulating film lies on a semiconductor, and photoemission gives the step between their valence-band edges. Further junctions give the steps from the semiconductor to a second film and between the two films. The three numbers should close: going round the triangle, the steps should sum to zero. Measured steps do not, and one must decide how to share out the misfit, what error bars the result carries, and whether one junction is wrong.

Let materials $i=0,\dots,n-1$ be joined by $m$ junctions, with material 0 as reference. Electron energies $v_i$ (valence edge) and $c_i$ (a chosen core level) increase upward; binding energies are counted downward from the Fermi level. On a bulk sample one measures
\begin{equation}
\beta_i=(\text{core binding})-(\text{valence-edge binding})=v_i-c_i .
\end{equation}
A rigid charging shift of the sample cancels in this difference. At junction $k$, directed from $i$ to $j$, one measures the core binding energy in $i$ minus that in $j$. With Fermi energy $\mu_F$ this is
\begin{equation}
\delta_k=(\mu_F-c_i)-(\mu_F-c_j)=c_j-c_i .
\end{equation}
Substituting $c=v-\beta$ gives the valence offset
\begin{equation}
d_k\equiv\delta_k-\beta_i+\beta_j=v_j-v_i .
\label{offset}
\end{equation}

Four assumptions enter. The network is connected. The errors of $\delta_k$ and $\beta_i$ are independent, with zero mean and known standard deviations $\sigma_k$ and $s_i$. Each material has one core level and one value $\beta_i$, used in all its junctions. Finally, offsets are transitive: each material has one level $v_i$ that serves at every interface. This last is a physical hypothesis, broken by a dipole peculiar to one junction.

\section{The core-level ladder}

Row $k$ of the incidence matrix $B$ has $-1$ in column $i$, $+1$ in column $j$ and zeros elsewhere. The data then obey
\begin{equation}
\delta=Bc+\varepsilon,\qquad \mathrm{Cov}(\varepsilon)=D=\mathrm{diag}(\sigma_k^2),\qquad W=D^{-1}.
\end{equation}
If $Bc=0$, the two ends of each edge have equal levels, so in a connected network all levels are equal. Thus $B$ has rank $n-1$, and its one undetermined direction is the energy zero. We set $c_0=0$ and delete column 0, leaving a matrix $A$ of full column rank; from here $c$ denotes the remaining $n-1$ levels. A disconnected network must be refused, since no datum fixes the relative height of its parts.

Setting to zero the gradient of $(\delta-Ac)^TW(\delta-Ac)$, which is $-2A^TW(\delta-Ac)$, gives
\begin{equation}
\hat c=L\delta,\qquad L=QA^TW,\qquad Q=(A^TWA)^{-1}.
\label{fit}
\end{equation}
Since $LA=I$, the estimate is unbiased. Its covariance is
\begin{equation}
LDL^T=QA^TWDWAQ=Q(A^TWA)Q=Q .
\end{equation}
Numerically, factor $W^{1/2}A=YU$ with $Y^TY=I$ and $U$ upper triangular. Then $A^TWA=U^TU$, and (\ref{fit}) becomes
\begin{equation}
U\hat c=Y^TW^{1/2}\delta,\qquad Q=U^{-1}U^{-T}.
\end{equation}
This avoids forming $A^TWA$, whose condition number is the square of that of $U$.

\section{Shared bulk terms}

The offsets $d$ are not independent: two junctions containing material $i$ share the error of $\beta_i$. Let $G\beta$ be the vector of differences $\beta_i-\beta_0$, $i\ge1$. A common constant drops out of $B\beta$, so $B\beta=AG\beta$. With $S=\mathrm{diag}(s_i^2)$ and $T=GSG^T$, equation (\ref{offset}) gives
\begin{equation}
d=\delta+AG\beta,\qquad \mathrm{Cov}(d)=V=D+ATA^T .
\end{equation}
Applying the same $L$ to $d$ and using $LA=I$,
\begin{equation}
\hat v=Ld=\hat c+G\beta .
\end{equation}
The recipe is to adjust the core levels and then add the bulk terms. To see that this is the best use of the correlated offsets, take any other linear unbiased estimator $L+M$. Unbiasedness requires $(L+M)A=I$, hence $MA=0$. The cross term in its covariance is
\begin{equation}
LVM^T=LDM^T+LAT(MA)^T=QA^TWDM^T+0=Q(MA)^T=0 .
\end{equation}
Its covariance is therefore $LVL^T+MVM^T$, which exceeds that of $L$ by a positive semidefinite matrix. The minimum is
\begin{equation}
\mathrm{Cov}(\hat v)=LDL^T+LATA^TL^T=Q+T,\quad
T_{ij}=s_0^2+s_i^2\delta_{ij},
\label{cov}
\end{equation}
where $\delta_{ij}$ is the Kronecker symbol. Further junctions between these materials can lower the variances in $Q$, and never raise them, but they leave $T$ alone. Under these assumptions the standard deviation of $\hat v_i$ cannot fall below $(s_0^2+s_i^2)^{1/2}$, however dense the network.

Let the gaps $g_i$ be measured independently with standard deviations $\tau_i$. The conduction edges are $u_i=v_i+g_i$, with $v_0=0$. Write $K$ for $\mathrm{Cov}(\hat v)$ bordered by a zero row and column for the reference. The joint covariance of all valence and conduction edges is then
\begin{equation}
\mathrm{Cov}\begin{pmatrix}v\\u\end{pmatrix}=
\begin{pmatrix}K&K\\K&K+\mathrm{diag}(\tau_i^2)\end{pmatrix}.
\end{equation}
The conduction offset $u_i-u_0=v_i+g_i-g_0$ has variance $K_{ii}+\tau_i^2+\tau_0^2$ for $i\neq0$.

\section{Closure residuals}

Choose a spanning tree, that is, $n-1$ edges reaching every material without a loop. Each of the other $m-n+1$ edges, a chord, closes one loop with the tree. Row by row, let $C$ hold the signs with which edges are traversed in these loops. Round a loop level differences cancel, so $CB=0$ and
\begin{equation}
Cd=C\delta+CB\beta=C\delta .
\label{blind}
\end{equation}
The closures contain no bulk term. A wrongly extrapolated valence edge in the bulk spectrum of a material other than the reference shifts that material's rung by its full amount; in the reference it shifts all the other rungs together, the opposite way. Either error leaves every closure unchanged. Good closure supports the core-level distances and transitivity only for junctions that lie in loops, and only against errors that do not cancel round them; it says nothing about the shared $\beta_i$.

Each chord occurs in one row of $C$ alone, so the rows are independent. The vectors $y$ with $Cy=0$ form a space of dimension $m-(m-n+1)=n-1$. This space contains all vectors $Ac$, which have the same dimension, so the two spaces coincide. The fit can therefore be posed without levels: find the residual $r=\delta-A\hat c$ that minimizes $r^TWr$ subject to $C(\delta-r)=0$. With multipliers $\mu$, stationarity of $\tfrac12r^TWr+\mu^TC(\delta-r)$ gives $Wr=C^T\mu$, so
\begin{equation}
r=DC^T\mu,\qquad (CDC^T)\mu=C\delta .
\label{dual}
\end{equation}
The minimum of the weighted sum is
\begin{equation}
\chi^2=r^TWr=\mu^TCDC^T\mu=(C\delta)^T(CDC^T)^{-1}C\delta .
\end{equation}
Since $CDC^T$ is the covariance of the closures, $\chi^2$ has mean $m-n+1$. For Gaussian errors it follows the chi-square law with that many degrees of freedom. A tree has none: it yields a ladder but no check.

\section{Locating a bad junction}

The fit gives $r=(I-AL)\delta$. Because $ALD=AQA^T$ is symmetric, the residual covariance is
\begin{equation}
\Sigma=D-2AQA^T+AQA^T=D-AQA^T .
\end{equation}
Let $a^T$ be row $k$ of $A$ and $R_k=a^TQa$ the variance of the adjusted difference across edge $k$. Define the redundancy and the normalized residual by
\begin{equation}
\rho_k=\frac{\Sigma_{kk}}{\sigma_k^2}=1-\frac{R_k}{\sigma_k^2},\qquad
w_k=\frac{r_k}{\sigma_k\sqrt{\rho_k}} .
\end{equation}
The redundancies sum to $m-\mathrm{tr}(QA^TWA)=m-n+1$. An edge whose removal splits the network, a bridge, lies in no loop. Its column of $C$ vanishes, and (\ref{dual}) gives $r_k=0$ for any data. Hence $\rho_k=0$, and $w_k$ is undefined.

For an edge that is not a bridge, compare the fit with one that omits it. Let the reduced fit have levels $c'$, normal matrix $N'$ and minimum $\chi'^2$. The full objective is
\begin{equation}
\chi'^2+(c-c')^TN'(c-c')+(\delta_k-a^Tc)^2/\sigma_k^2 ,
\end{equation}
and its minimum satisfies
\begin{equation}
N'(\hat c-c')=a\,r_k/\sigma_k^2 .
\label{move}
\end{equation}
Put $R'=a^TN'^{-1}a$, the variance of the prediction $a^Tc'$ made by the other edges. Then $a^T(\hat c-c')=R'r_k/\sigma_k^2$, and the misfit to that prediction is
\begin{equation}
\delta_k-a^Tc'=r_k+a^T(\hat c-c')=r_k\,\frac{\sigma_k^2+R'}{\sigma_k^2}.
\end{equation}
The left side has variance $\sigma_k^2+R'$, since prediction and datum are independent. Taking variances of both sides gives $\Sigma_{kk}=\sigma_k^4/(\sigma_k^2+R')$, so $\rho_k=\sigma_k^2/(\sigma_k^2+R')$ and
\begin{equation}
\delta_k-a^Tc'=\frac{r_k}{\rho_k}.
\label{delete}
\end{equation}
Inserting (\ref{move}) in the objective gives the change in $\chi^2$:
\begin{equation}
\chi^2-\chi'^2=\frac{r_k^2R'}{\sigma_k^4}+\frac{r_k^2}{\sigma_k^2}
=\frac{r_k^2}{\sigma_k^2\rho_k}=w_k^2 .
\label{drop}
\end{equation}
Each deletion test thus follows from the one full fit. Also $R_k=\sigma_k^2(1-\rho_k)=\sigma_k^2R'/(\sigma_k^2+R')$: variances combine like parallel resistors. In a triangle the other two edges are in series, and $R'$ is the sum of their variances.

Suppose one edge $k$ carries an error $f$. The mean residual vector is $f$ times column $k$ of $I-AL=\Sigma W$, so
\begin{equation}
\langle w_l\rangle=\frac{f\,\Sigma_{lk}}{\sigma_k^2\sqrt{\Sigma_{ll}}}
=\frac{f\sqrt{\Sigma_{kk}}}{\sigma_k^2}\,
\frac{\Sigma_{lk}}{\sqrt{\Sigma_{ll}\Sigma_{kk}}}.
\end{equation}
The last factor is a correlation coefficient, at most 1 in magnitude and equal to 1 for $l=k$. No edge therefore has a larger $|\langle w\rangle|$ than the faulty one, though noise can move the maximum of $|w|$ in a given data set. Ties occur. If a material has just two junctions and they lie in a loop, every loop through one passes through the other. Then $r/\sigma^2$ has equal magnitude on both by (\ref{dual}), and so has $w$. No closure can tell which of the two is wrong.

\section{The algorithm}

\begin{enumerate}
\item Search the graph from the reference. Stop if a material is not reached; otherwise keep the tree and form $C$.
\item Solve (\ref{fit}) by QR for $\hat c$ and $Q$; form $r$, $\rho$, $w$ and $\chi^2$.
\item Report the closures $C\delta$ with covariance $CDC^T$.
\item Compare the largest $|w_k|$ with a threshold. For $q$ checked edges and total false-alarm probability at most $\alpha$, take the two-sided Gaussian point at $\alpha/q$, since the probability of any alarm is at most the sum of the single ones.
\item Examine a flagged junction, then remeasure or exclude it. Add $\beta$, the gaps and their covariances last.
\end{enumerate}

\section{A network of six materials}

A semiconductor S and films A to E are joined by nine junctions. Core-level distances have $\sigma=0.05$ eV for SA, SB and SC and $0.10$ eV for the rest. Bulk terms have $s=0.05$ eV for S and $0.10$ eV for the films. The gaps are $1.10\pm0.01$ eV for S and $9$, $6$, $7$, $5$ and $4$ eV, each $\pm0.10$ eV, for A to E. The remaining input is listed in the numerical output. For SA,
\begin{equation}
d=-9.45-100.00+105.00=-4.45\ \text{eV}.
\end{equation}
An error of $-0.40$ eV was planted in AC, whose offset then reads $0.55$ eV. There are $9-6+1=4$ closures. The one containing AC runs from A to C, to S and back to A:
\begin{equation}
0.55-(-3.55)+(-4.45)=-0.35\ \text{eV},
\end{equation}
with standard deviation $(0.10^2+0.05^2+0.05^2)^{1/2}=0.122$ eV, a ratio of $-2.86$. The other three ratios are at most 1.22 in magnitude.

The full fit has $\chi^2=12.84$ for four degrees of freedom, with probability 0.012 of a larger value. Edge AC has residual $-0.279$ eV and redundancy 0.714, so
\begin{equation}
w=\frac{-0.2786}{0.10\sqrt{0.7143}}=-3.30,\qquad
\frac{r}{\rho}=\frac{-0.2786}{0.7143}=-0.39\ \text{eV}.
\end{equation}
Eight edges are checked; for $\alpha=0.05$ the threshold is 2.73, and AC alone exceeds it. Its misfit is near the planted $-0.40$ eV; the difference of $0.01$ eV is far below the standard deviation of the misfit, $\sigma/\sqrt{\rho}=0.12$ eV. Without AC, $\chi^2=12.84-3.296^2=1.98$ for three degrees of freedom, with nominal probability 0.58. It is nominal because AC was removed for having the largest residual, which tends to make the remaining $\chi^2$ look too good. Edges SD and DB both have $w=-0.300$, as two junctions in series must. CE is a bridge with zero residual and redundancy; that zero is no evidence of quality.

Excluding AC moves A from $-4.422$ to $-4.478$ eV and C from $-3.594$ to $-3.538$ eV, while B and D stay put. Equation (\ref{move}) explains this. Without AC, A and C have equal weights to S ($400$ eV$^{-2}$) and to B ($100$ eV$^{-2}$). The source has opposite signs on A and C, so its effects cancel at B, and D follows S and B. The difference $x=\hat c_A-c'_A$, opposite in sign to the move of A on exclusion, obeys
\begin{equation}
(400+100)\,x=100\times0.2786,\qquad x=0.056\ \text{eV}.
\end{equation}
E hangs from C and moves with it, though its own junction was sound.

The final ladder, relative to the valence edge of S, is as follows (eV, with one standard deviation).
\begin{center}
\begin{tabular}{lccc}
 & $v_i$ & $u_i$ & $u_i-u_S$\\
A & $-4.48\pm0.12$ & $4.52\pm0.16$ & $3.42\pm0.16$\\
B & $-3.04\pm0.12$ & $2.96\pm0.16$ & $1.86\pm0.16$\\
C & $-3.54\pm0.12$ & $3.46\pm0.16$ & $2.36\pm0.16$\\
D & $-2.48\pm0.13$ & $2.52\pm0.17$ & $1.42\pm0.17$\\
E & $-2.04\pm0.16$ & $1.96\pm0.19$ & $0.86\pm0.19$
\end{tabular}
\end{center}
For A the valence variance is $0.01457$ eV$^2$, of which $0.05^2+0.10^2=0.01250$ eV$^2$ comes from bulk terms. For A, better bulk spectra would help more than further junctions. For E the network part, $0.0121$ eV$^2$, is about as large as the bulk part. The covariances matter for steps between films. For C to E,
\begin{equation}
0.014566+0.024566-2(0.004566)=0.0300\ \text{eV}^2,
\end{equation}
or $\pm0.17$ eV. This is the variance $0.10^2+0.10^2+0.10^2$ of the direct measurement, as it must be across a bridge. Ignoring the covariance would give $\pm0.20$ eV.

Now treat the nine offsets, AC included, as independent, each with variance $\sigma_k^2+s_i^2+s_j^2$. The error bar of A becomes $0.094$ instead of $0.119$ eV, because shared bulk errors are averaged as if they were fresh at each junction. That of E becomes $0.197$ instead of $0.156$ eV, mainly because the bulk variance of C, which cancels on the path from S through C to E, now enters with weight 1.43: in full through CE, and with weight 0.43 through the other three junctions of C. The bulk variance of S, entering with weight 0.42 instead of 1, offsets only a small part of this. The largest normalized residual falls to 1.86, below the threshold of 2.73, so this test misses the planted error.

\section{Errors the closures miss, and real stacks}

Let film charging raise the core binding energy of every film on S by $\phi$. Each $\delta_{Sj}$ falls by $\phi$, while film-to-film junctions are taken as unaffected. This change equals $Ac$ with all film levels at $-\phi$. The ladder absorbs it whole: every film moves down by $\phi$, and no closure changes.

To size $\phi$, take flat bands in S and a uniform field in a film of thickness $t$, with $F$ the electron energy slope. A photoelectron from depth $y$ below the surface has weight $e^{-y/\lambda}$, where $\lambda$ is the attenuation length. Integrating by parts, the mean depth is
\begin{equation}
\bar y=\frac{\int_0^t y\,e^{-y/\lambda}dy}{\int_0^t e^{-y/\lambda}dy}
=\frac{\lambda^2(1-e^{-t/\lambda})-\lambda t\,e^{-t/\lambda}}{\lambda(1-e^{-t/\lambda})}
=\lambda-\frac{t}{e^{t/\lambda}-1},
\end{equation}
and $\phi=F(t-\bar y)$. A thin film gives $Ft/2$, a thick one $F(t-\lambda)$. For $0.5$ MV/cm (a slope of $0.05$ eV/nm), $t=3$ nm and $\lambda=2$ nm, $\bar y=1.14$ nm and $\phi=0.05\times1.86=0.093$ eV. This is 0.6 to 0.8 of the standard deviations of the ladder's valence edges, and invisible in $\chi^2$ as long as it is common to all films. Unequal films differ: with the same field and $\lambda$, thicknesses of $3$ and $6$ nm give shifts $0.12$ eV apart, and a loop through S and both films changes its closure by that amount.

A dipole peculiar to one junction breaks transitivity. Two sheets of opposite unit charges, of areal density $N$ and separation $a$ in a medium of permittivity $\varepsilon_r$, have the field $4\pi N/\varepsilon_r$ between them in atomic units, hence an energy step $4\pi Na/\varepsilon_r$. For $N=10^{13}$ cm$^{-2}$, $a=0.1$ nm and $\varepsilon_r=5$ it is $0.036$ eV. If such steps vary at random between junctions with this standard deviation, its square is added to each $\sigma_k^2$. Refitting the eight retained edges moves no level by more than $0.007$ eV and raises the error bar of A from $0.121$ to $0.124$ eV. The ladder then describes an average interface; a particular junction departs from it by its own dipole.

The gaps (1.1 eV for S, 4 to 9 eV for the films) and offsets of a few eV lie roughly in the regime of gate-oxide stacks on silicon. The films represent no particular materials, and the bulk terms are arbitrary round numbers: adding a constant to $\beta_i$, with the matching change in each $\delta_k$, leaves $d$ unchanged. Real stacks can break the assumptions of flat bands and transitivity, which for the values above means a charging shift of about $0.09$ eV and a dipole step of about $0.04$ eV. These are not upper limits: the shift grows in proportion to the field and the step in proportion to the areal density, so that $10^{14}$ cm$^{-2}$ would give $0.36$ eV, more than any error bar in the table. Real stacks may also run warmer than the measurement. With an assumed gap slope of $-0.5$ meV/K, going from 300 to 400 K narrows a gap by $0.05$ eV; the change in a conduction offset depends on both gaps and on how each valence edge moves. For E, whose conduction offset is $0.86\pm0.19$ eV and whose one junction is unchecked, a second junction, to S, A, B or D, would turn the bridge into part of a loop. A fault could then be detected, but the two junctions of E would tie in $|w|$, and a third would be needed to tell which is wrong.

\section*{Table of computed values}
\begin{verbatim}
Material: bulk term, sd, gap, sd (eV)
 S  100.00 0.05  1.10 0.01
 A  105.00 0.10  9.00 0.10
 B   20.00 0.10  6.00 0.10
 C   75.00 0.10  7.00 0.10
 D  180.00 0.10  5.00 0.10
 E   40.00 0.10  4.00 0.10
Edge: delta, sd, offset, residual (eV); redundancy, normalized
 SA   -9.45 0.05  -4.45 -0.0278 0.2881 -1.038
 SB   76.95 0.05  -3.05 -0.0107 0.3443 -0.363
 SC   21.45 0.05  -3.55  0.0436 0.2881  1.624
 AB   86.55 0.10   1.55  0.1672 0.7237  1.965
 BC  -55.45 0.10  -0.45  0.1042 0.7237  1.225
 AC   30.55 0.10   0.55 -0.2786 0.7143 -3.296
 SD  -82.50 0.10  -2.50 -0.0203 0.4590 -0.300
 DB  159.42 0.10  -0.58 -0.0203 0.4590 -0.300
 CE   36.50 0.10   1.50  0.0000 0.0000    nan
Loop closed by edge: closure, sd (eV); ratio
 AB   0.150 0.1225   1.22
 BC   0.050 0.1225   0.41
 AC  -0.350 0.1225  -2.86
 DB  -0.030 0.1500  -0.20
Planted error on AC: -0.40 eV
All edges: chi2 12.840, dof 4, p 0.0121
Flagged AC; threshold 2.734
Flagged edge minus prediction of rest: -0.3900 eV
Without it: chi2 1.976, dof 3, p 0.5775
Ev all edges, sd; Ev final, sd; Ec final, sd; dEc to S, sd (eV)
 S  0.0000 0.0000  0.0000 0.0000  1.1000 0.0100  0.0000 0.0000
 A -4.4222 0.1195 -4.4779 0.1207  4.5221 0.1567  3.4221 0.1571
 B -3.0393 0.1189 -3.0393 0.1189  2.9607 0.1554  1.8607 0.1557
 C -3.5936 0.1195 -3.5379 0.1207  3.4621 0.1567  2.3621 0.1571
 D -2.4797 0.1338 -2.4797 0.1338  2.5203 0.1671  1.4203 0.1674
 E -2.0936 0.1558 -2.0379 0.1567  1.9621 0.1859  0.8621 0.1862
Final valence covariance, A to E (1e-3 eV^2)
 A  14.566   2.828   2.566   2.664   2.566
 B   2.828  14.139   2.828   3.320   2.828
 C   2.566   2.828  14.566   2.664   4.566
 D   2.664   3.320   2.664  17.910   2.664
 E   2.566   2.828   4.566   2.664  24.566
Independent-offset error bars: A 0.0941, E 0.1971 eV
Independent-offset largest normalized residual: 1.863
Film field 0.5 MV/cm, thickness 3.0 nm, escape 2.0 nm
Charging shift, unseen if common: 0.0931 eV
Dipoles 1e+13 cm^-2, 0.1 nm, permittivity 5.0
Dipole step 0.0362 eV; largest ladder move 0.0069 eV
Ev sd of A with dipole variance: 0.1245 eV
Gap slope -0.5 meV/K, 300 to 400 K: -0.050 eV
\end{verbatim}
